# Most probable switching voltage of a memory cell under a voltage ramp: test program

```python
"""Most probable switching voltage of a memory cell under a linear voltage ramp.

Result under test: if a cell at constant voltage V switches without memory after
a mean time tau(V) = tau0*exp(-V/V0), then under the ramp V = r*t the density of
switching voltages peaks at V* = V0*ln(r*tau0/V0), provided r*tau0 > V0.
A tenfold faster ramp then raises V* by V0*ln(10).

Symbols: V0 voltage scale (V), tau0 mean switching time at zero voltage (s),
r ramp rate (V/s), a = V0/(r*tau0), alpha transfer coefficient of Ag+ + e -> Ag.
The numerical side uses a fine voltage staircase and the constant-voltage law.
"""
import numpy as np
from scipy.constants import k as k_B, e as q_e

V0, tau0 = 0.05, 100.0
r_slow, r_fast = 0.1, 1.0
T_room, T_hot = 300.0, 358.15
E_act = 0.6              # eV, rough activation energy of tau0
R_series, R_cell = 1e3, 1e6   # ohm, rough, before switching
t_growth = 1e-3          # s, rough fixed growth delay
sigma_ln = 1.0           # rough cycle-to-cycle spread of ln(tau0)

edges = np.linspace(0.0, 1.0, 10001)
dV = edges[1] - edges[0]
mid = 0.5 * (edges[1:] + edges[:-1])


def staircase(rate, r):
    """Survival at the step edges and density per volt, from rate(V) in 1/s."""
    exposure = np.concatenate(([0.0], np.cumsum(rate(mid) * dV / r)))
    survival = np.exp(-exposure)
    return survival, -np.diff(survival) / dV


def peak(p):
    """Position of the largest density, refined by a parabola."""
    i = int(np.argmax(p))
    if i == 0:
        return 0.0
    return mid[i] + 0.5 * dV * (p[i-1] - p[i+1]) / (p[i-1] - 2*p[i] + p[i+1])


def law(scale, t_zero):
    return lambda V: np.exp(V / scale) / t_zero


def peak_formula(r, scale=V0, t_zero=tau0):
    return scale * np.log(r * t_zero / scale)


def two_peaks(rate):
    return [peak(staircase(rate, r)[1]) for r in (r_slow, r_fast)]


# Peak positions and their step, also for other prefactors
base = two_peaks(law(V0, tau0))
step_formula = V0 * np.log(10.0)
for found, r in zip(base, (r_slow, r_fast)):
    assert abs(found - peak_formula(r)) < 2e-6
for t_zero in (10.0, 100.0, 1e4):
    pair = two_peaks(law(V0, t_zero))
    assert abs(pair[1] - pair[0] - step_formula) < 2e-6
step_base = base[1] - base[0]

# Median, mean and standard deviation from the staircase
stats = []
for r in (r_slow, r_fast, 100.0):
    S, p = staircase(law(V0, tau0), r)
    median = np.interp(0.5, S[::-1], edges[::-1])
    mean = np.sum(p * mid) * dV
    spread = np.sqrt(np.sum(p * (mid - mean)**2) * dV)
    assert abs(median - V0 * np.log(1 + r * tau0 * np.log(2) / V0)) < 2e-6
    stats.append((median, mean, spread))
spread_limit = np.pi * V0 / np.sqrt(6)
assert abs(stats[2][2] - spread_limit) < 1e-4

# Random simulation of individual cells at the slow ramp
rng = np.random.default_rng(7)
n_cells, dV_mc = 20000, 1e-3
switched_at = np.full(n_cells, np.nan)
for j in range(700):
    V_hold = (j + 0.5) * dV_mc
    chance = 1 - np.exp(-(dV_mc / r_slow) * np.exp(V_hold / V0) / tau0)
    hit = np.isnan(switched_at) & (rng.random(n_cells) < chance)
    switched_at[hit] = (j + rng.random(hit.sum())) * dV_mc
assert not np.isnan(switched_at).any()
a_slow = V0 / (r_slow * tau0)
fraction = 1 - np.exp(a_slow - 1)
fraction_mc = np.mean(switched_at < peak_formula(r_slow))
assert abs(fraction_mc - fraction) < 4 * np.sqrt(0.25 / n_cells)
assert abs(np.median(switched_at) - stats[0][0]) < 2.5e-3
assert abs(np.std(switched_at) - stats[0][2]) < 2.5e-3

# Ramp too slow for an interior peak: the step must fall short
r_bad = 0.5 * V0 / tau0
bad_low = peak(staircase(law(V0, tau0), r_bad)[1])
bad_high = peak(staircase(law(V0, tau0), 10 * r_bad)[1])
assert bad_low == 0.0
assert abs(bad_high - peak_formula(10 * r_bad)) < 2e-6
assert bad_high - bad_low < 0.8 * step_formula

# Neglected effect: reverse reaction at room temperature
V_thermal = k_B * T_room / q_e
alpha = V_thermal / V0
back = two_peaks(lambda V: law(V0, tau0)(V) * (1 - np.exp(-V / V_thermal)))
step_back = back[1] - back[0]
assert abs(step_back - step_base) < 1e-4


# Neglected effect: three successive stages with the same total mean time
def three_stage_peak(r):
    p0, p1, p2 = 1.0, 0.0, 0.0
    alive = [1.0]
    for h in 3 * law(V0, tau0)(mid) * dV / r:
        w = np.exp(-h)
        p0, p1, p2 = (w * p0, w * (p1 + h * p0),
                      w * (p2 + h * p1 + 0.5 * h * h * p0))
        alive.append(p0 + p1 + p2)
    return peak(-np.diff(alive) / dV)


stage = [three_stage_peak(r) for r in (r_slow, r_fast)]
step_stage = stage[1] - stage[0]
assert abs(step_stage - step_formula) < 1e-3

# Neglected effect: Gaussian spread of ln(tau0) from cycle to cycle
z = np.linspace(-5, 5, 101)
weight = np.exp(-z**2 / 2)
weight /= weight.sum()
mixed = []
for r in (r_slow, r_fast):
    p = sum(w * staircase(law(V0, tau0 * np.exp(sigma_ln * x)), r)[1]
            for w, x in zip(weight, z))
    mixed.append(peak(p))
step_mixed = mixed[1] - mixed[0]
assert abs(step_mixed - step_formula) < 1e-3

# Neglected effects: series resistance and fixed growth delay
share = R_cell / (R_cell + R_series)
series = two_peaks(lambda V: law(V0, tau0)(V * share))
step_series = series[1] - series[0]
assert abs(step_series - step_formula / share) < 2e-6
delay_extra = (r_fast - r_slow) * t_growth

# Neglected effect: temperature of use, without and with reverse reaction
V_thermal_hot = k_B * T_hot / q_e
V0_hot = V_thermal_hot / alpha
tau0_hot = tau0 * np.exp(E_act * q_e / k_B * (1 / T_hot - 1 / T_room))
hot = two_peaks(law(V0_hot, tau0_hot))
step_hot = hot[1] - hot[0]
assert abs(step_hot - V0_hot * np.log(10)) < 2e-6
hot_back = two_peaks(lambda V: law(V0_hot, tau0_hot)(V)
                     * (1 - np.exp(-V / V_thermal_hot)))
step_hot_back = hot_back[1] - hot_back[0]

print(f"voltage scale V0 = {V0:.3f} V")
print(f"zero-voltage switching time tau0 = {tau0:.0f} s")
print(f"ramp rates = {r_slow:.1f} and {r_fast:.1f} V/s")
print(f"r*tau0/V0 = {r_slow*tau0/V0:.0f} and {r_fast*tau0/V0:.0f}")
print(f"temperature = {T_room:.0f} K, kT/e = {V_thermal:.5f} V")
print(f"implied transfer coefficient alpha = {alpha:.3f}")
print(f"peak voltage, formula: slow {peak_formula(r_slow):.4f} V, "
      f"fast {peak_formula(r_fast):.4f} V")
print(f"peak voltage, staircase: slow {base[0]:.4f} V, fast {base[1]:.4f} V")
print(f"step: formula {step_formula:.5f} V, staircase {step_base:.5f} V")
print(f"tau at peak: slow {tau0*np.exp(-base[0]/V0):.3f} s, "
      f"fast {tau0*np.exp(-base[1]/V0):.4f} s")
for name, s in zip(("slow", "fast"), stats):
    print(f"{name} ramp: median {s[0]:.4f} V, mean {s[1]:.4f} V, "
          f"standard deviation {s[2]:.4f} V")
print(f"step of median = {stats[1][0]-stats[0][0]:.4f} V, "
      f"step of mean = {stats[1][1]-stats[0][1]:.4f} V")
print(f"fast-ramp limit of standard deviation = {spread_limit:.4f} V")
print(f"switched below slow peak: formula {fraction:.3f}, "
      f"simulation {fraction_mc:.3f} ({n_cells} cells)")
print(f"simulation, slow ramp: median {np.median(switched_at):.4f} V, "
      f"standard deviation {np.std(switched_at):.4f} V")
print(f"condition violated: ramps {r_bad:.2e} and {10*r_bad:.2e} V/s")
print(f"  peaks {bad_low:.4f} and {bad_high:.4f} V, "
      f"step {bad_high-bad_low:.4f} V")
print("neglected effects (rough inputs), change of the step:")
print(f"  reverse reaction, 300 K: {1e3*(step_back-step_base):+.4f} mV")
print(f"  three stages: {1e3*(step_stage-step_base):+.3f} mV")
print(f"  spread {sigma_ln:.1f} in ln(tau0): "
      f"{1e3*(step_mixed-step_base):+.3f} mV")
print(f"    peaks with this spread: {mixed[0]:.4f} and {mixed[1]:.4f} V")
print(f"  series {R_series:.0f} ohm, cell {R_cell:.0f} ohm: "
      f"{1e3*(step_series-step_base):+.3f} mV")
print(f"  growth delay {1e3*t_growth:.1f} ms: {1e3*delay_extra:+.2f} mV")
print(f"use at {T_hot:.2f} K, activation energy {E_act:.1f} eV:")
print(f"  V0 = {V0_hot:.4f} V, tau0 = {tau0_hot:.2f} s")
print(f"  no reverse reaction: peaks {hot[0]:.4f} and {hot[1]:.4f} V, "
      f"step {step_hot:.4f} V")
print(f"  with reverse reaction: peaks {hot_back[0]:.4f} and "
      f"{hot_back[1]:.4f} V, step {step_hot_back:.4f} V")
print("PASS")
```

Running it gives:

```
voltage scale V0 = 0.050 V
zero-voltage switching time tau0 = 100 s
ramp rates = 0.1 and 1.0 V/s
r*tau0/V0 = 200 and 2000
temperature = 300 K, kT/e = 0.02585 V
implied transfer coefficient alpha = 0.517
peak voltage, formula: slow 0.2649 V, fast 0.3800 V
peak voltage, staircase: slow 0.2649 V, fast 0.3800 V
step: formula 0.11513 V, staircase 0.11513 V
tau at peak: slow 0.500 s, fast 0.0500 s
slow ramp: median 0.2469 V, mean 0.2375 V, standard deviation 0.0609 V
fast ramp: median 0.3618 V, mean 0.3514 V, standard deviation 0.0635 V
step of median = 0.1148 V, step of mean = 0.1139 V
fast-ramp limit of standard deviation = 0.0641 V
switched below slow peak: formula 0.630, simulation 0.627 (20000 cells)
simulation, slow ramp: median 0.2473 V, standard deviation 0.0607 V
condition violated: ramps 2.50e-04 and 2.50e-03 V/s
  peaks 0.0000 and 0.0805 V, step 0.0805 V
neglected effects (rough inputs), change of the step:
  reverse reaction, 300 K: -0.0051 mV
  three stages: -0.150 mV
  spread 1.0 in ln(tau0): +0.324 mV
    peaks with this spread: 0.2523 and 0.3678 V
  series 1000 ohm, cell 1000000 ohm: +0.115 mV
  growth delay 1.0 ms: +0.90 mV
use at 358.15 K, activation energy 0.6 eV:
  V0 = 0.0597 V, tau0 = 2.31 s
  no reverse reaction: peaks 0.0808 and 0.2182 V, step 0.1374 V
  with reverse reaction: peaks 0.0903 and 0.2183 V, step 0.1281 V
PASS
```
